# Phonon Sidebands of One Displaced Mode at Finite Temperature

## The problem

An electronic transition is coupled to one harmonic mode of mass $M$ and frequency $\omega$. Excitation shifts the minimum of the potential by $d$ and leaves the frequency unchanged. In atomic units ($\hbar=1$) the vibrational Hamiltonians of the two electronic states are

$$H_g=\frac{p^2}{2M}+\frac{M\omega^2x^2}{2},\qquad H_e=E_{00}+\frac{p^2}{2M}+\frac{M\omega^2(x-d)^2}{2}.$$

The zero-point energies are equal, so $E_{00}$ is the energy of the transition between the two lowest levels. The transition dipole does not depend on $x$ (Condon approximation). Before absorption the mode is in thermal equilibrium in $H_g$, with mean occupation $n=1/(e^{\omega/kT}-1)$. The line shape is the absorption spectrum divided by its photon-energy prefactor and normalised to unit area.

Take the model values $M=20000$ electron masses, $\omega=0.05$ eV, $d=0.15$ Å and $E_{00}=2$ eV.

(a) Find the line weights at $T=0$.

(b) Find the weight of the zero-phonon line, the line at $E_{00}$, at 300 K and 600 K.

(c) Find the mean energy and the rms width of the spectrum as functions of temperature.

## A tempting solution

**Zero temperature.** Write $x=(a+a^\dagger)/\sqrt{2M\omega}$ and $p=i\sqrt{M\omega/2}\,(a^\dagger-a)$. The operator $D=e^{-ipd}$ translates by $d$, so $DxD^\dagger=x-d$ and $DpD^\dagger=p$. Therefore

$$H_e=E_{00}+DH_gD^\dagger,$$

and the excited levels are $D|m\rangle$ with energies $E_{00}+(m+\tfrac12)\omega$. Inserting $p$ gives

$$-ipd=d\sqrt{M\omega/2}\,(a^\dagger-a),\qquad D=e^{g(a^\dagger-a)},\qquad g=d\sqrt{M\omega/2}.$$

The Huang-Rhys factor is $S=g^2=M\omega d^2/2$.

For a complex number $\gamma$ define $D(\gamma)=e^{\gamma a^\dagger-\gamma^*a}$, so that $D=D(g)$ and $D^\dagger=D(-g)$. If $[A,B]$ is a number, then $e^{A+B}=e^Ae^Be^{-[A,B]/2}$. With $A=\gamma a^\dagger$ and $B=-\gamma^*a$ the commutator is $-|\gamma|^2[a^\dagger,a]=|\gamma|^2$, and

$$D(\gamma)=e^{-|\gamma|^2/2}\,e^{\gamma a^\dagger}e^{-\gamma^*a}. \tag{1}$$

At $T=0$ the initial state is $|0\rangle$. The right-hand exponential in (1) leaves it unchanged, and $(a^\dagger)^m|0\rangle=\sqrt{m!}\,|m\rangle$. The overlap with the excited level $m$ is

$$\langle m|D^\dagger|0\rangle=e^{-S/2}\frac{(-g)^m}{\sqrt{m!}},\qquad W_m=e^{-S}\frac{S^m}{m!}. \tag{2}$$

This is a Poisson distribution with mean $S$.

**Finite temperature.** The thermal motion raises $\langle x^2\rangle$ by the factor $2n+1$. It seems natural to strengthen the coupling by the same factor and keep the Poisson law:

$$W_p\stackrel{?}{=}e^{-S(2n+1)}\frac{[S(2n+1)]^p}{p!}. \tag{3}$$

The zero-phonon weight would then be $e^{-S(2n+1)}$, which is 0.139 at 300 K and 0.037 at 600 K. The variance would be $S(2n+1)\omega^2$ and the mean energy $E_{00}+S(2n+1)\omega$.

## Where it fails

Part (2) is correct; the step to (3) is not. Two checks show this.

First, (3) has no lines below $E_{00}$. At finite temperature some oscillators start in $|1\rangle$, and a transition from there to the lowest excited level absorbs $E_{00}-\omega$.

Second, the mean energy in (3) rises with temperature. The difference of the two Hamiltonians is

$$H_e-H_g=E_{00}+\frac{M\omega^2d^2}{2}-M\omega^2d\,x=E_{00}+S\omega-M\omega^2d\,x. \tag{4}$$

The mean absorption energy is the thermal average of this difference: for each initial level $i$, summing over the complete set of final levels gives $\langle i|H_e|i\rangle-E_i=\langle i|H_e-H_g|i\rangle$. Since $\langle x\rangle=0$ at every temperature, the mean stays at $E_{00}+S\omega$.

The exponential $e^{-S(2n+1)}$ does have a meaning, and it shows what went wrong with the zero-phonon weight. Let $P_i$ be the thermal population of level $i$. It will be shown below that $\sum_iP_i\langle i|D|i\rangle=e^{-S(n+1/2)}$. Hence

$$e^{-S(2n+1)}=\Big|\sum_iP_i\langle i|D|i\rangle\Big|^2,\qquad\text{whereas}\qquad W_0=\sum_iP_i\,|\langle i|D|i\rangle|^2.$$

A thermal state is a mixture, so intensities are averaged and not amplitudes. The average of a square is at least the square of the average, so the exponential alone can only underestimate $W_0$. The first two amplitudes follow from (1): $\langle0|D|0\rangle=e^{-S/2}$ and $\langle1|D|1\rangle=e^{-S/2}(1-S)$. For $S>1$ they have opposite signs. They partly cancel in the averaged amplitude, while their squares add.

## The right solution

**The spectrum as a time function.** The line shape is a sum over initial levels $i$ and final levels $f$, with weight $P_i|\langle i|D|f\rangle|^2$ at the energy $E_{00}+(f-i)\omega$. Its Fourier transform, with energies measured from $E_{00}$, is

$$G(t)=\sum_{i,f}P_i\,\langle i|D|f\rangle\langle f|D^\dagger|i\rangle\,e^{-i(f-i)\omega t}=\big\langle e^{iH_gt}De^{-iH_gt}D^\dagger\big\rangle.$$

In the last form the left exponential supplies $e^{i\omega t}$ for each initial quantum and the middle one $e^{-i\omega t}$ for each final quantum; the zero-point phases cancel. The evolution under $H_g$ turns $a^\dagger$ into $a^\dagger e^{i\omega t}$ and $a$ into $ae^{-i\omega t}$. Thus

$$G(t)=\langle D(\alpha)D(\beta)\rangle,\qquad\alpha=ge^{i\omega t},\quad\beta=-g.$$

**Joining the two shifts.** The exponents of $D(\alpha)$ and $D(\beta)$ have the commutator $\alpha\beta^*-\alpha^*\beta$, a number, so

$$D(\alpha)D(\beta)=e^{(\alpha\beta^*-\alpha^*\beta)/2}D(\alpha+\beta).$$

Here $\alpha\beta^*-\alpha^*\beta=-S(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t$. The prefactor is therefore $e^{-iS\sin\omega t}$. The combined shift has

$$|\alpha+\beta|^2=S|e^{i\omega t}-1|^2=2S(1-\cos\omega t).$$

**The thermal average.** With $q=e^{-\omega/kT}$ the populations are $P_m=(1-q)q^m$, and $n=q/(1-q)$. When (1) is expanded, only terms with equal powers of $a^\dagger$ and $a$ have diagonal elements:

$$\langle D(\gamma)\rangle=e^{-|\gamma|^2/2}\sum_{k=0}^\infty\frac{(-|\gamma|^2)^k}{(k!)^2}\langle a^{\dagger k}a^k\rangle.$$

Because $\langle m|a^{\dagger k}a^k|m\rangle=m!/(m-k)!$ for $m\ge k$ and zero otherwise, the remaining average is a differentiated geometric series:

$$\langle a^{\dagger k}a^k\rangle=(1-q)\,q^k\frac{d^k}{dq^k}\frac1{1-q}=(1-q)\frac{k!\,q^k}{(1-q)^{k+1}}=k!\,n^k.$$

One factor $k!$ cancels, and the sum becomes $e^{-|\gamma|^2n}$:

$$\langle D(\gamma)\rangle=e^{-|\gamma|^2(n+1/2)}. \tag{5}$$

For $\gamma=g$ this is the averaged amplitude used above.

**The weights.** Combining the phase with (5) gives

$$G(t)=\exp[-S(2n+1)(1-\cos\omega t)-iS\sin\omega t].$$

Since $(2n+1)\cos\omega t-i\sin\omega t=(n+1)e^{-i\omega t}+ne^{i\omega t}$,

$$G(t)=e^{-S(2n+1)}\exp[S(n+1)e^{-i\omega t}]\,\exp[Sn\,e^{i\omega t}]. \tag{6}$$

Expanding the last two exponentials gives

$$G(t)=e^{-S(2n+1)}\sum_{j,k\ge0}\frac{[S(n+1)]^j}{j!}\frac{(Sn)^k}{k!}\,e^{-i(j-k)\omega t}.$$

The terms with $j-k=p$ form the line at $E_{00}+p\omega$. For $p\ge0$ set $j=k+p$:

$$W_p=e^{-S(2n+1)}[S(n+1)]^p\sum_{k=0}^\infty\frac{[S^2n(n+1)]^k}{k!\,(k+p)!}.$$

The modified Bessel function has the series $I_p(z)=\sum_k(z/2)^{2k+p}/[k!(k+p)!]$. With $z=2S\sqrt{n(n+1)}$ the sum above is $(z/2)^{-p}I_p(z)$, and $[S(n+1)]^p(z/2)^{-p}=[(n+1)/n]^{p/2}$. Thus

$$W_p=e^{-S(2n+1)}\left(\frac{n+1}{n}\right)^{p/2}I_{|p|}\!\left(2S\sqrt{n(n+1)}\right). \tag{7}$$

For $p<0$ one sets $k=j+|p|$; the prefactor is then $(Sn)^{|p|}$, and the same formula results. The zero-phonon weight is

$$W_0=e^{-S(2n+1)}\,I_0\!\left(2S\sqrt{n(n+1)}\right). \tag{8}$$

As $n\to0$ the last exponential in (6) becomes 1, and the Poisson law (2) returns. Lines at equal distances from $E_{00}$ obey $W_{-p}/W_p=[n/(n+1)]^p=e^{-p\omega/kT}$.

**Mean and width.** Equation (6) describes the difference of two independent Poisson numbers with means $S(n+1)$ and $Sn$. The means subtract to $S$, while the variances add to $S(2n+1)$. Since $2n+1=(1+q)/(1-q)=\coth(\omega/2kT)$,

$$\bar E=E_{00}+S\omega,\qquad\sigma^2=S\omega^2\coth\frac{\omega}{2kT}. \tag{9}$$

The faulty law (3) has this same variance, so a check of the width alone would not expose it. The coth law belongs to the second moment about the mean. About the zero-phonon line the second moment is $\sigma^2+S^2\omega^2$.

The width can also be found without the individual lines. For an initial level, $(H_e-E_i)|i\rangle=(H_e-H_g)|i\rangle$, and the second moment is the squared norm of this vector. Hence $\sigma^2$ is the thermal variance of the vertical gap (4):

$$\sigma^2=(M\omega^2d)^2\langle x^2\rangle=M^2\omega^4d^2\,\frac{2n+1}{2M\omega}=S\omega^2(2n+1).$$

The width is the spread of positions multiplied by the slope of the gap. At $T=0$ the zero-point spread leaves $\sigma=\sqrt S\,\omega$.

## Numbers

With units restored, $S=\omega d^2/(2\hbar^2/M)$, where $\omega$ stands for the quantum in eV. Here $\hbar^2/M=3.810\times10^{-4}$ eV Å$^2$, so

$$S=\frac{0.05\times0.15^2}{2\times3.810\times10^{-4}}=1.476.$$

**(a)** At $T=0$ the first weights are $W_0=e^{-1.476}=0.228$, $W_1=SW_0=0.337$ and $W_2=SW_1/2=0.249$.

**(b)** At 300 K, $n=0.169$ and the Bessel argument is 1.312; at 600 K, $n=0.613$ and the argument is 2.938. Equation (8) gives

$$W_0(300\ \mathrm K)=0.1387\times1.479=0.205,$$
$$W_0(600\ \mathrm K)=0.0373\times4.641=0.173.$$

From 0 to 600 K the zero-phonon weight falls by about a quarter, while the bare exponential falls by a factor of about six. Diagonalising both Hamiltonians on a spatial grid and summing the thermally weighted squared overlaps gives the same weights, as the numerical output shows.

**(c)** The mean energy is $2+1.476\times0.05=2.074$ eV at all three temperatures; the faulty law would put it at 2.164 eV at 600 K. The rms width at 600 K is

$$\sigma=0.05\sqrt{1.476\times2.227}\ \mathrm{eV}=0.091\ \mathrm{eV},$$

compared with 0.061 eV at $T=0$ and 0.070 eV at 300 K. The line at 1.95 eV, absent at $T=0$, has weight 0.086 at 600 K. Its ratio to the line at 2.05 eV is $0.086/0.226=0.38$, which agrees with $e^{-0.05/0.0517}$.

## Limits and conditions

**Low temperature.** To first order in $n$, $I_0(z)\approx1+z^2/4\approx1+S^2n$, and (8) becomes

$$W_0\approx e^{-S}[1+(S^2-2S)n].$$

Warming first weakens the zero-phonon line if $S<2$, as in the example, but strengthens it if $S>2$. The reason is the amplitude $e^{-S/2}(1-S)$ of the level $|1\rangle$: for $S>2$ its magnitude exceeds that of the level $|0\rangle$.

**High temperature.** For small $y=\omega/2kT$, $\coth y\approx1/y+y/3$, so

$$\sigma^2\approx2S\omega kT\left(1+\frac{y^2}{3}\right).$$

The leading term is the classical result, and the width grows as $\sqrt T$. At 600 K the full variance is still 7.7% above the classical value.

For large $z$, $I_0(z)\approx e^z/\sqrt{2\pi z}$. Also $2\sqrt{n(n+1)}=\sqrt{(2n+1)^2-1}\approx2n+1$, with an error that changes the exponent by about $S/[2(2n+1)]$. If $n\gg S$ and $Sn\gg1$, the exponentials cancel and

$$W_0\approx\frac{1}{\sqrt{2\pi S(2n+1)}}=\frac{\omega}{\sqrt{2\pi}\,\sigma}.$$

The decay is then a slow power law. The example at 600 K is not in this regime: the estimate gives 0.22 instead of 0.17.

**Many weakly coupled modes.** The exponential alone becomes correct in a different situation. Let $N$ independent modes have couplings $S/N$ and different frequencies, such that quanta gained in some modes never exactly balance quanta lost in others. Only transitions with no change in any mode then lie exactly at $E_{00}$. With occupations $n_j$, the weight of this line is the product of the factors (8) of the single modes. Since $1/(k!)^2\le1/k!$, the Bessel series obeys $1\le I_0(z)\le e^{z^2/4}$. If $n_{\max}$ is the largest occupation, the product of all Bessel factors therefore lies between 1 and $e^{S^2n_{\max}(n_{\max}+1)/N}$, and tends to 1 as $N$ grows at fixed $S$ and bounded $n_{\max}$. What remains is $e^{-S(2\bar n+1)}$, where $\bar n$ is the mean of the $n_j$. If all frequencies were equal, a gain in one mode and a loss in another would also fall at $E_{00}$. The functions (6) of the modes would then multiply to the same function with the total $S$, and the line would keep the full weight (8).

**Unequal frequencies.** If the excited mode has frequency $\omega_e\ne\omega$, the gap contains a quadratic term:

$$H_e-H_g=\text{const}-M\omega_e^2d\,x+\tfrac12M(\omega_e^2-\omega^2)x^2.$$

The argument from the gap still holds. The thermal distribution of $x$ is Gaussian, because (5) with imaginary $\gamma$ makes $\langle e^{i\kappa x}\rangle$ a Gaussian in $\kappa$. For such a distribution $x$ and $x^2$ are uncorrelated and the variance of $x^2$ is $2\langle x^2\rangle^2$, so

$$\sigma^2=(M\omega_e^2d)^2\langle x^2\rangle+\tfrac12M^2(\omega_e^2-\omega^2)^2\langle x^2\rangle^2.$$

The second term grows as $\coth^2(\omega/2kT)$, and the pure coth law fails. For an excited mode of 0.04 eV in the example, the grid calculation gives a growth of the variance from 0 to 600 K by a factor of 2.298, against 2.227 for equal frequencies. A dipole that varies with $x$ would also alter the weights, since the squared overlaps would no longer determine them alone.

## Values computed for the example and the checks

```
mass M = 20000 electron masses
mode energy omega = 0.050 eV
shift d = 0.150 angstrom
zero-phonon energy E00 = 2.000 eV
hbar^2/M = 3.80998e-04 eV angstrom^2
Huang-Rhys factor S = 1.4764 (no unit)
relaxation energy S*omega = 0.07382 eV
mean absorption energy, grid = 2.07382 eV
--- T = 0 K, kT = 0.00000 eV
occupation n = 0.00000, coth = 2n+1 = 1.00000
exp(-S(2n+1)) = 0.22846
Bessel argument = 0.00000, I_0 = 1.00000
zero-phonon weight: formula 0.22846, grid 0.22846
variance, grid = 0.003691 eV^2
rms width, grid = 0.06075 eV
--- T = 300 K, kT = 0.02585 eV
occupation n = 0.16898, coth = 2n+1 = 1.33797
exp(-S(2n+1)) = 0.13871
Bessel argument = 1.31237, I_0 = 1.47921
zero-phonon weight: formula 0.20518, grid 0.20518
variance, grid = 0.004938 eV^2
rms width, grid = 0.07027 eV
--- T = 600 K, kT = 0.05170 eV
occupation n = 0.61344, coth = 2n+1 = 2.22688
exp(-S(2n+1)) = 0.03734
Bessel argument = 2.93759, I_0 = 4.64087
zero-phonon weight: formula 0.17328, grid 0.17328
variance, grid = 0.008219 eV^2
rms width, grid = 0.09066 eV
--- line weights from the grid (no unit) at 0, 300, 600 K
p = -3, energy 1.85 eV: 0.00000  0.00040  0.00772
p = -2, energy 1.90 eV: 0.00000  0.00497  0.02976
p = -1, energy 1.95 eV: 0.00000  0.04261  0.08604
p = +0, energy 2.00 eV: 0.22846  0.20518  0.17328
p = +1, energy 2.05 eV: 0.33730  0.29477  0.22630
p = +2, energy 2.10 eV: 0.24899  0.23788  0.20589
p = +3, energy 2.15 eV: 0.12254  0.13220  0.14053
p = +4, energy 2.20 eV: 0.04523  0.05586  0.07602
p = +5, energy 2.25 eV: 0.01335  0.01901  0.03389
p = +6, energy 2.30 eV: 0.00329  0.00541  0.01282
p = +7, energy 2.35 eV: 0.00069  0.00132  0.00421
sum of the listed weights: 0.99985  0.99963  0.99647
variance at 600 K / classical 2*S*omega*kT = 1.0767
variance growth 0 to 600 K, equal frequencies = 2.2269
same growth, excited mode at 0.040 eV = 2.2982
```
